# Correlation and the van der Waals Minimum of Two Model Atoms: a program that tests the result

```python
"""
Result under test: two neutral spherical two-electron model atoms repel at every
studied distance in counterpoise-corrected Hartree-Fock (HF), while CCSD(T) gives
a van der Waals minimum and a tail -C6/R^6 set by free-atom dipole excitations.

Each atom: two electrons and a fixed charge +2e with Gaussian density
(ZETA/pi)^(3/2) exp(-ZETA r^2).  R is the distance between the two centres.
Internal energies are in hartree, printed energies in rydberg (1 hartree = 2 Ry).
The label "H" below only carries basis functions: the one-electron Hamiltonian and
the core repulsion are replaced by those of the model atoms.
"""
import os
for name in ('OMP_NUM_THREADS', 'OPENBLAS_NUM_THREADS', 'MKL_NUM_THREADS'):
    os.environ[name] = '1'
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erf
from pyscf import ao2mo, cc, df, fci, gto, lib, scf

lib.num_threads(1)
CORE_CHARGE = 2.0
ZETA = 1.0
RY = 2.0            # rydberg per hartree
MICRO = 2.0e6       # microrydberg per hartree


def shells(s=(), p=(), d=(), f=()):
    return [[l, [a, 1.0]] for l, group in enumerate((s, p, d, f)) for a in group]


S_EXP = (1.5, 0.5, 0.17, 0.055)
P_EXP = (0.7, 0.22, 0.07)
D_EXP = (0.2,)
MAIN = shells(S_EXP, P_EXP, D_EXP)
NO_D = shells(S_EXP, P_EXP)
WITH_F = shells(S_EXP, P_EXP, D_EXP, (0.2,))
SMALL = shells((0.9, 0.27, 0.08), (0.15,))


def core_repulsion(distance):
    return CORE_CHARGE**2 * erf(np.sqrt(ZETA / 2) * distance) / distance


def core_attraction(mol, centres):
    charges = gto.fakemol_for_charges(np.array(centres), ZETA)
    return -CORE_CHARGE * df.incore.aux_e2(mol, charges, 'int3c2e').sum(axis=2)


def mean_field(basis, basis_z, core_z):
    """HF with basis functions at heights basis_z and real atoms at core_z."""
    mol = gto.M(atom=[['H', (0.0, 0.0, z)] for z in basis_z], unit='Bohr',
                basis={'H': basis}, charge=len(basis_z) - 2 * len(core_z),
                spin=0, verbose=0)
    h_one = mol.intor('int1e_kin') + core_attraction(
        mol, [(0.0, 0.0, z) for z in core_z])
    repulsion = 0.0
    if len(core_z) == 2:
        repulsion = core_repulsion(abs(core_z[1] - core_z[0]))
    mf = scf.RHF(mol)
    mf.get_hcore = lambda *args: h_one
    mf.energy_nuc = lambda *args: repulsion
    mf._eri = mol.intor('int2e', aosym='s8')
    mf.conv_tol = 1e-12
    mf.conv_tol_grad = 1e-7
    mf.max_cycle = 100
    _, orbitals = eigh(h_one, mol.intor('int1e_ovlp'))
    occupied = orbitals[:, :len(core_z)]
    mf.kernel(2 * occupied @ occupied.T)
    assert mf.converged
    return mf


def correlated(mf):
    """Total energies: HF, CCSD, CCSD(T)."""
    solver = cc.CCSD(mf)
    solver.conv_tol = 1e-11
    solver.conv_tol_normt = 1e-8
    solver.max_cycle = 100
    solver.kernel()
    assert solver.converged
    ccsd = mf.e_tot + solver.e_corr
    # two electrons have no triple excitations
    triples = solver.ccsd_t() if mf.mol.nelectron > 2 else 0.0
    return np.array([mf.e_tot, ccsd, ccsd + triples])


def pair_energies(basis, distance):
    """Pair energies and energies of one atom in the basis of the pair."""
    sites = (0.0, distance)
    pair = correlated(mean_field(basis, sites, sites))
    atom = correlated(mean_field(basis, sites, (0.0,)))
    return pair, atom


def interaction(basis, distance):
    pair, atom = pair_energies(basis, distance)
    return pair - 2 * atom


def full_ci_interaction(basis, distance):
    sites = (0.0, distance)
    mf = mean_field(basis, sites, sites)
    c = mf.mo_coeff
    solver = fci.direct_spin0.FCI()
    solver.conv_tol = 1e-12
    solver.max_cycle = 100
    energy, _ = solver.kernel(c.T @ mf.get_hcore() @ c, ao2mo.kernel(mf._eri, c),
                              c.shape[1], mf.mol.nelectron,
                              ecore=mf.energy_nuc())
    atom = correlated(mean_field(basis, sites, (0.0,)))
    return energy - 2 * atom[1]


def free_atom_spectrum(mf):
    """Diagonalize the two-electron Hamiltonian in all orbital products."""
    c = mf.mo_coeff
    n = c.shape[1]
    one = np.eye(n)
    h = c.T @ mf.get_hcore() @ c
    g = ao2mo.restore(1, ao2mo.kernel(mf._eri, c), n)
    matrix = np.kron(h, one) + np.kron(one, h)
    matrix = matrix + g.transpose(0, 2, 1, 3).reshape(n * n, n * n)
    energy, states = np.linalg.eigh(matrix)
    z = c.T @ mf.mol.intor('int1e_r')[2] @ c
    dipole = np.kron(z, one) + np.kron(one, z)
    strength = (states.T @ (dipole @ states[:, 0]))[1:]**2
    gap = energy[1:] - energy[0]
    alpha = 2 * np.sum(strength / gap)
    c6 = 6 * np.sum(np.outer(strength, strength) / (gap[:, None] + gap[None, :]))
    first_gap = gap[strength > 1e-3][0]
    return energy[0], alpha, c6, first_gap


def tail_c6(distances, energies):
    """Remove the R^-8 term using two distances."""
    r2 = np.array(distances)**2
    y = -np.array(energies) * r2**3
    return (y[1] * r2[1] - y[0] * r2[0]) / (r2[1] - r2[0])


# Integrals of the smeared core against quadrature and a Coulomb integral
atom_small = mean_field(SMALL, (0.0,), (0.0,))
a = atom_small.mol.bas_exp(0)[0]
by_quadrature = quad(lambda r: 4 * np.pi * r * (2 * a / np.pi)**1.5
                     * np.exp(-2 * a * r * r) * erf(np.sqrt(ZETA) * r), 0, 30,
                     epsabs=1e-12, limit=200)[0]
by_integral = core_attraction(atom_small.mol, [(0.0, 0.0, 0.0)])[0, 0]
assert abs(by_integral + CORE_CHARGE * by_quadrature) < 1e-8
two_cores = gto.fakemol_for_charges(np.array([[0., 0., 0.], [0., 0., 1.5]]), ZETA)
assert abs(CORE_CHARGE**2 * two_cores.intor('int2c2e')[0, 1]
           - core_repulsion(1.5)) < 1e-9

# Free atom: CCSD against direct diagonalization
atom_main = mean_field(MAIN, (0.0,), (0.0,))
atom_levels = correlated(atom_main)
atom_exact, alpha, c6, first_gap = free_atom_spectrum(atom_main)
assert abs(atom_levels[1] - atom_exact) < 1e-7

# Interaction curves in the main basis
grid = np.array([4.5, 5.0, 6.0, 7.0, 8.0, 9.0, 10.0])
curve = []
for distance in grid:
    pair, ghosted = pair_energies(MAIN, distance)
    # extra functions can only lower a variational energy
    assert ghosted[0] <= atom_levels[0] + 1e-9
    assert ghosted[1] <= atom_levels[1] + 1e-9
    curve.append(pair - 2 * ghosted)
curve = np.array(curve)
hf, ccsd, ccsdt = curve.T
assert np.all(hf > 0) and np.all(np.diff(hf) < 0)
assert np.all(ccsdt - hf < 0)
lowest = int(np.argmin(ccsdt))
assert 0 < lowest < len(grid) - 1 and ccsdt[lowest] < 0 < ccsdt[0]

# repulsion and attraction are each smooth on a logarithmic scale
log_repulsion = CubicSpline(grid, np.log(hf))
log_attraction = CubicSpline(grid, np.log(hf - ccsdt))


def interpolated(distance):
    return np.exp(log_repulsion(distance)) - np.exp(log_attraction(distance))


r_min = minimize_scalar(lambda r: 1e4 * interpolated(r), method='bounded',
                        bounds=(grid[lowest - 1], grid[lowest + 1]),
                        options={'xatol': 1e-6}).x
r_zero = brentq(interpolated, grid[0], grid[lowest])
pair_min, ghost_min = pair_energies(MAIN, r_min)
at_min = pair_min - 2 * ghost_min
uncorrected = pair_min - 2 * atom_levels
# the curve is interpolated, so compare it with a direct calculation
assert abs(interpolated(r_min) - at_min[2]) < 0.02 * abs(at_min[2])
without_d = interaction(NO_D, r_min)
with_f = interaction(WITH_F, r_min)

# CCSD(T) against full CI for the pair, in a small basis
r_check = 7.0
small_cc = interaction(SMALL, r_check)
small_fci = full_ci_interaction(SMALL, r_check)
# CCSD(T) is approximate for four electrons: allow 5% of the correlation part
assert abs(small_cc[2] - small_fci) < 0.05 * abs(small_fci - small_cc[0])

# Long range: free-atom sum over states against pair energies
far = (20.0, 25.0)
c6_small = free_atom_spectrum(atom_small)[2]
c6_small_tail = tail_c6(far, [full_ci_interaction(SMALL, r) for r in far])
assert abs(c6_small_tail / c6_small - 1) < 0.01
c6_no_d = free_atom_spectrum(mean_field(NO_D, (0.0,), (0.0,)))[2]
far_no_d = np.array([interaction(NO_D, r) for r in far])
c6_no_d_tail = tail_c6(far, far_no_d[:, 2])
# approximate triples and the R^-10 term limit this comparison
assert abs(c6_no_d_tail / c6_no_d - 1) < 0.08
assert abs(far_no_d[0, 0]) < 0.01 * abs(far_no_d[0, 2])

ry_mev = 1e3 * constants.physical_constants['Rydberg constant times hc in eV'][0]
bohr_nm = 1e9 * constants.physical_constants['Bohr radius'][0]
print(f"Core charge per atom: {CORE_CHARGE:.0f} e; exponent: {ZETA:.1f} bohr^-2")
print(f"Basis functions per atom, main basis: {atom_main.mol.nao}")
print(f"Basis functions per atom, small basis: {atom_small.mol.nao}")
print(f"Free atom HF energy: {RY * atom_levels[0]:.6f} Ry")
print(f"Free atom CCSD energy: {RY * atom_levels[1]:.6f} Ry")
print(f"Free atom direct diagonalization: {RY * atom_exact:.6f} Ry")
print(f"Free atom HF orbital energy: {RY * atom_main.mo_energy[0]:.5f} Ry")
print(f"First dipole excitation: {RY * first_gap:.5f} Ry")
print(f"Polarizability: {alpha:.3f} bohr^3")
print(f"C6 from free-atom states: {RY * c6:.2f} Ry bohr^6")
print("Counterpoise-corrected interaction (microRy):")
print("R (bohr)        HF          CCSD       CCSD(T)")
for distance, row in zip(grid, curve):
    print(f"{distance:6.1f} " + " ".join(f"{MICRO * e:12.2f}" for e in row))
print(f"CCSD(T) zero crossing: {r_zero:.2f} bohr")
print(f"CCSD(T) minimum: {r_min:.2f} bohr = {r_min * bohr_nm:.3f} nm")
print(f"CCSD(T) well depth: {-MICRO * at_min[2]:.2f} microRy"
      f" = {-RY * at_min[2] * ry_mev:.3f} meV")
print(f"HF part at minimum: {MICRO * at_min[0]:.2f} microRy")
print(f"Correlation part at minimum: {MICRO * (at_min[2] - at_min[0]):.2f} microRy")
print(f"CCSD interaction at minimum: {MICRO * at_min[1]:.2f} microRy")
print(f"-C6/R^6 at minimum: {-MICRO * c6 / r_min**6:.2f} microRy")
print(f"No counterpoise, HF at same R: {MICRO * uncorrected[0]:.2f} microRy")
print(f"No counterpoise, CCSD(T) at same R: {MICRO * uncorrected[2]:.2f} microRy")
print(f"Without d functions, CCSD(T) at same R: {MICRO * without_d[2]:.2f} microRy")
print(f"With f functions, HF at same R: {MICRO * with_f[0]:.2f} microRy")
print(f"With f functions, CCSD(T) at same R: {MICRO * with_f[2]:.2f} microRy")
print(f"Small basis, R = {r_check:.1f} bohr, HF: {MICRO * small_cc[0]:.2f} microRy")
print(f"Small basis, same R, CCSD(T): {MICRO * small_cc[2]:.2f} microRy")
print(f"Small basis, same R, full CI: {MICRO * small_fci:.2f} microRy")
print(f"Small basis C6, free-atom states: {RY * c6_small:.3f} Ry bohr^6")
print(f"Small basis C6, full-CI pair tail: {RY * c6_small_tail:.3f} Ry bohr^6")
print(f"No-d basis C6, free-atom states: {RY * c6_no_d:.2f} Ry bohr^6")
print(f"No-d basis C6, CCSD(T) pair tail: {RY * c6_no_d_tail:.2f} Ry bohr^6")
print(f"Distances used for the tails: {far[0]:.0f} and {far[1]:.0f} bohr")
print(f"No-d basis, HF at {far[0]:.0f} bohr: {MICRO * far_no_d[0, 0]:.6f} microRy")
print(f"No-d basis, CCSD(T) at {far[0]:.0f} bohr: {MICRO * far_no_d[0, 2]:.4f} microRy")
print("PASS")
```

Running it gives:

```
Core charge per atom: 2 e; exponent: 1.0 bohr^-2
Basis functions per atom, main basis: 18
Basis functions per atom, small basis: 6
Free atom HF energy: -2.695271 Ry
Free atom CCSD energy: -2.761688 Ry
Free atom direct diagonalization: -2.761688 Ry
Free atom HF orbital energy: -0.85159 Ry
First dipole excitation: 0.66588 Ry
Polarizability: 14.029 bohr^3
C6 from free-atom states: 104.41 Ry bohr^6
Counterpoise-corrected interaction (microRy):
R (bohr)        HF          CCSD       CCSD(T)
   4.5     29335.81     22685.52     21942.30
   5.0     14957.40     10312.23      9768.94
   6.0      3753.22      1632.99      1366.71
   7.0       898.74       -29.59      -151.23
   8.0       205.74      -212.55      -268.75
   9.0        44.54      -156.69      -184.11
  10.0         8.95       -94.75      -109.00
CCSD(T) zero crossing: 6.75 bohr
CCSD(T) minimum: 7.73 bohr = 0.409 nm
CCSD(T) well depth: 276.83 microRy = 3.767 meV
HF part at minimum: 308.59 microRy
Correlation part at minimum: -585.43 microRy
CCSD interaction at minimum: -207.83 microRy
-C6/R^6 at minimum: -490.02 microRy
No counterpoise, HF at same R: 282.09 microRy
No counterpoise, CCSD(T) at same R: -320.25 microRy
Without d functions, CCSD(T) at same R: -97.08 microRy
With f functions, HF at same R: 305.90 microRy
With f functions, CCSD(T) at same R: -331.30 microRy
Small basis, R = 7.0 bohr, HF: 898.75 microRy
Small basis, same R, CCSD(T): 299.80 microRy
Small basis, same R, full CI: 276.70 microRy
Small basis C6, free-atom states: 86.513 Ry bohr^6
Small basis C6, full-CI pair tail: 86.491 Ry bohr^6
No-d basis C6, free-atom states: 95.80 Ry bohr^6
No-d basis C6, CCSD(T) pair tail: 92.91 Ry bohr^6
Distances used for the tails: 20 and 25 bohr
No-d basis, HF at 20 bohr: 0.000001 microRy
No-d basis, CCSD(T) at 20 bohr: -1.4538 microRy
PASS
```
